# Sheath width from the ion energy splitting in rf argon

## Question

An electrode in a low-pressure argon discharge is separated from the plasma by an ion sheath. The voltage across the sheath, counted positive when it drives ions to the electrode, is

$$V(t)=V_0+V_1\sin\omega t,\qquad V_0=200\ \text{V},\quad V_1=150\ \text{V},\quad \frac{\omega}{2\pi}=13.56\ \text{MHz}.$$

Here $V_1$ is an amplitude, not a peak-to-peak value. An energy analyser behind a small hole in the electrode records two peaks in the Ar$^+$ spectrum, $\Delta E=30$ eV apart.

In parts (a) to (e) the sheath has a fixed width $s$. Ions of mass $M$ and charge $e$ enter at $x=0$ with negligible energy, at a rate uniform in time, and reach the wall at $x=s$ without collisions.

- **(a)** For a steady voltage $V_0$, find the field, the ion current density $J$, the ion orbit and the transit time $\tau$.
- **(b)** Let the field keep its steady shape while its strength follows $V(t)$. Find the wall energy to first order in $V_1$.
- **(c)** Find the splitting for $\omega\tau\gg1$ and explain the two peaks.
- **(d)** Infer the width, and state its sensitivity to the data.
- **(e)** Examine the limit $\omega\tau\to0$. Where must the result of (c) fail?
- **(f)** Criticise the assumption made in (b). Replace it by a moving electron edge in a steady ion profile, and infer the width again.
- **(g)** Judge the other assumptions for a real discharge.

## Model answers

### (a) The steady sheath

Let $U(x)$ be the potential drop from the sheath edge, so that the field towards the wall is $E=U'$. Electrons are absent, and $U(0)=U'(0)=0$. Energy conservation and continuity give

$$\tfrac12Mv^2=eU,\qquad J=env .$$

Poisson's equation is then

$$U''=\frac{en}{\varepsilon_0}=K\,U^{-1/2},\qquad K=\frac{J}{\varepsilon_0}\sqrt{\frac{M}{2e}} .$$

Multiply by $U'$ and integrate from the edge, where both $U$ and $U'$ vanish:

$$\tfrac12U'^2=2K\,U^{1/2}\quad\Rightarrow\quad U^{-1/4}\,dU=2K^{1/2}\,dx .$$

A second integration gives $\tfrac43U^{3/4}=2K^{1/2}x$, or $U^{3/2}=\tfrac94Kx^2$. Setting $U(s)=V_0$ fixes $K$, and therefore

$$U=V_0\left(\frac xs\right)^{4/3},\qquad E=\frac43\frac{V_0}{s}\left(\frac xs\right)^{1/3},\qquad J=\frac49\varepsilon_0\sqrt{\frac{2e}{M}}\,\frac{V_0^{3/2}}{s^2}.$$

This is Child's law. With $v_0=\sqrt{2eV_0/M}$ the speed is $v=v_0(x/s)^{2/3}$, so

$$t=\int_0^x\frac{dx'}{v_0(x'/s)^{2/3}}=\frac{3s}{v_0}\left(\frac xs\right)^{1/3}.$$

Hence $\tau=3s/v_0$ and $x=s(t/\tau)^3$.

### (b) The wall energy to first order

The assumed oscillating field is

$$E_1(x,t)=\frac43\frac{V_1}{s}\left(\frac xs\right)^{1/3}\sin\omega t .$$

The equation of motion is $M\dot v=eU'(x)+eE_1$. Multiplying by $v$ gives

$$\frac{d}{dt}\left[\tfrac12Mv^2-eU(x)\right]=eE_1v .$$

The bracket is zero at entry. At the wall $U=V_0$, whatever the arrival time, so

$$W=eV_0+\int eE_1v\,dt .$$

The integrand already contains one factor $V_1$. The steady orbit may therefore be used in it, with an error of second order. Let $u$ be the time since entry divided by $\tau$, $\alpha$ the rf phase at entry, and $\theta=\omega\tau$. On the steady orbit $(x/s)^{1/3}=u$ and $v=v_0u^2$. The prefactor is $\tfrac43(eV_1/s)v_0\tau=4eV_1$, because $v_0\tau=3s$. Thus

$$W-eV_0=4eV_1\int_0^1u^3\sin(\theta u+\alpha)\,du .$$

### (c) The splitting and the peaks

Write $\beta=\theta+\alpha$ for the phase at arrival. Three integrations by parts give

$$\int_0^1u^3\sin(\theta u+\alpha)\,du=-\frac{\cos\beta}{\theta}+\frac{3\sin\beta}{\theta^2}+\frac{6\cos\beta}{\theta^3}-\frac{6(\sin\beta-\sin\alpha)}{\theta^4}.$$

For large $\theta$ the first term dominates:

$$W\simeq eV_0-\frac{4eV_1}{\theta}\cos\beta .$$

In the interior, gains and losses of successive half-cycles nearly cancel. The wall interrupts the last cycle, and what remains uncancelled depends on the arrival phase. The full range of $W$ is

$$\Delta E=\frac{8eV_1}{\omega\tau}=\frac{8eV_1}{3\omega s}\sqrt{\frac{2eV_0}{M}} .$$

The sine and cosine terms add in quadrature. The amplitude is therefore multiplied by

$$\sqrt{\left(1-\frac6{\theta^2}\right)^2+\frac9{\theta^2}}\simeq1-\frac{3}{2\theta^2},$$

so the leading correction is quadratic in $1/\theta$.

If the effect of the rf field on the transit time is neglected, uniform entry phases give uniform arrival phases. This neglect needs $V_1\ll V_0$, while the cosine form of $W$ needs large $\theta$. Two values of $\beta$ contribute to each energy, so the normalised spectrum is

$$f(W)=\frac{2}{2\pi}\left|\frac{dW}{d\beta}\right|^{-1}=\frac{1}{\pi\sqrt{(\Delta E/2)^2-(W-eV_0)^2}} .$$

It has integrable peaks at $eV_0\pm\Delta E/2$, where the energy is stationary in phase. The measured peak separation is thus the full range of $W$, provided that the analyser resolves it.

### (d) The inferred width

The splitting first gives the transit phase, without the ion mass:

$$\omega\tau=\frac{8eV_1}{\Delta E}=\frac{8\times150}{30}=40 .$$

With $\omega=8.520\times10^7$ rad/s this is $\tau=469.5$ ns, or 6.37 rf periods. The mass enters through the speed, $v_0=3.108\times10^4$ m/s, and

$$s=\frac{v_0\tau}{3}=\frac{(3.108\times10^4\ \text{m/s})(469.5\times10^{-9}\ \text{s})}{3}=4.86\ \text{mm}\approx4.9\ \text{mm}.$$

Since $s\propto V_1V_0^{1/2}/\Delta E$, a small relative error in $V_1$ or $\Delta E$ passes fully into $s$, and one in $V_0$ passes by half. A splitting of 31 eV would give 4.71 mm, and one of 29 eV would give 5.03 mm.

The large-$\theta$ step is safe here: the first-order integral gives 29.97 eV at this width. The first-order step was tested with full nonlinear orbits, entering with 0.001 eV at 720 equally spaced phases. With the width held at 4.86 mm and $V_0$ at 200 V, they give:

| Frequency (MHz) | $V_1$ (V) | Formula (eV) | Orbits (eV) |
|---|---|---|---|
| 13.56 | 150 | 30.00 | 29.96 |
| 27.12 | 150 | 15.00 | 14.99 |
| 13.56 | 75 | 15.00 | 14.98 |

In the first case the energies run from 185.2 to 215.1 eV, close to the predicted 185 and 215 eV. The large ratio $V_1/V_0=0.75$ does not spoil the splitting. On the true orbit, too, the leading term is set by the oscillating field and the ion speed at the wall, and a modulation of 15 eV in 200 eV changes that speed by only about 4%. The arrival phases are less well protected, but they affect the heights of the peaks and not the range of energies at this order.

### (e) The slow limit

For $\theta\to0$ the phase hardly changes during the transit. The integral becomes $\sin\alpha\int_0^1u^3du=\tfrac14\sin\alpha$, and

$$W\to eV_0+eV_1\sin\alpha,\qquad \Delta E\to2eV_1=300\ \text{eV}.$$

The ion receives the full instantaneous sheath voltage. For any $\theta$ the magnitude of the integral is at most $\int_0^1u^3du=\tfrac14$, so the first-order splitting cannot exceed $2eV_1$. The formula $8eV_1/\theta$ exceeds this bound for $\theta<4$ and must fail there. It becomes accurate only when $3/(2\theta^2)$ is small. A measured splitting comparable with $2eV_1$ therefore cannot be inverted with the result of (c).

### (f) A moving electron edge

The splitting measures the oscillating field at the wall. A width follows only after a rule connects that field to the voltage, and the rule in (b) is doubtful. It makes the charge density $\varepsilon_0\,\partial E/\partial x$ rise and fall everywhere with $V(t)$. Ions are too slow for this: with the edge density estimated for the Child sheath in (g), the ion plasma frequency is only $0.12\,\omega$. The charge changes mainly because electrons advance and retreat.

Let the ion profile be steady, and let electrons neutralise it completely behind a sharp edge. Let $L$ be the largest width reached in a cycle, and measure $x$ from that outermost edge. Define $q(x)$ as the ion charge between $0$ and $x$ divided by the total ion charge between $0$ and $L$, and let $q_e(t)$ be its value at the electron edge. Gauss's law gives

$$E(x,t)=E_L\max[q(x)-q_e(t),0],$$

where $E_L$ is the wall field at full width.

Ions follow the mean field $E_Lg(q)$, with $g(q)=\langle\max(q-q_e,0)\rangle$ averaged over a cycle. Continuity makes the ion density proportional to $1/v$, so $dx=Cv\,dq$ with a constant $C$. Then

$$Mv\,dv=eE_Lg\,dx=eE_LCg\,v\,dq\quad\Rightarrow\quad v\propto G(q)=\int_0^qg\,dq' .$$

Since $dx/dq\propto v$, the scaled position $y=x/L$ is

$$y(q)=\frac{\int_0^qG\,dq'}{\int_0^1G\,dq'} .$$

The instantaneous voltage is the integral of the field. With $V_L=E_LL$ and an integration by parts,

$$V(t)=V_L\int_{q_e}^1(q-q_e)\frac{dy}{dq}\,dq=V_L\int_{q_e}^1(1-y)\,dq .$$

The edge is outermost, $q_e=0$, when the voltage is $V_0+V_1=350$ V, and this fixes $V_L$. The voltage at every other phase then fixes $q_e(t)$. Because $y$ itself depends on $q_e(t)$ through $g$, the equations are iterated until they agree.

Without rf voltage $q_e=0$, so $g=q$, $G=q^2/2$ and $y=q^3$. The field is then proportional to $x^{1/3}$ and $V_L=\tfrac43V_0$, which restores Child's law.

As in (c), the leading energy modulation comes from the wall end of the orbit. The mean potential drop is $V_0$, so the mean motion brings the ion there with speed $v_0$. The oscillating wall field is $E_L(\langle q_e\rangle-q_e)$. Let $R$ be the peak-to-peak value of the integral of $\langle q_e\rangle-q_e$ over rf phase. Then

$$\Delta E=\frac{ev_0V_LR}{\omega L}\quad\Rightarrow\quad L=\frac{ev_0V_LR}{\omega\,\Delta E} .$$

The scaled field of (b) corresponds to replacing $V_LR$ by $\tfrac43V_1\times2=\tfrac83V_1$, which recovers the earlier formula.

For the same 30 eV, the iteration gives $L=3.84$ mm and a mean width $L(1-\langle y(q_e)\rangle)=3.53$ mm. Nonlinear orbits in this field, for ions entering with 0.001 eV, span a range of 29.8 eV, which supports the leading-order inversion for the range, although the lower peak is then much weaker than the upper one. These ions reach the wall in strong bunches, however, so a steady ion profile is not self-consistent for entry almost at rest. Entry at the Bohm speed, with the 1.5 eV estimated in (g) included in the profile, removes most of the bunching at the wall. It gives $L=4.17$ mm and a mean width of 3.58 mm for the same 30 eV. The comparison below is for entry at rest in both models. The maximum width is 0.79 times the Child width, because $V_LR$ is smaller by that factor than the value $\tfrac83V_1$ of the scaled field. The mean width is 27% below the Child value. With Bohm entry in both models, the Child width being the 5.3 mm of (g), the maximum width is again 21% lower and the mean width is 32% lower; orbits in that moving-edge field span 29.7 eV, with two peaks of nearly equal height. The 4.9 mm is therefore the width within the scaled-Child model, and not a width fixed by the splitting alone.

### (g) Comparison with a real discharge

The voltages and frequency are in the range of argon etching. For a rough electron temperature of 3 eV the Bohm speed is $u_B=2.69\times10^3$ m/s. The 4.86 mm Child sheath carries $J=0.103$ mA/cm², and $J/(eu_B)$ gives an edge density of $2.4\times10^9$ cm$^{-3}$, a rather dilute processing plasma. The edge Debye length is 0.26 mm, so the sheath is 18 to 19 Debye lengths wide, and for a steady voltage the neglect of electrons in most of it is reasonable. With an oscillating voltage, electrons also enter its outer part during each cycle, as in (f). Among the effects sized here, the scaled field shape moves the inferred width most: by 21% for the maximum width, and by 27% (entry at rest) to 32% (Bohm entry) for the mean width, as found in (f). An independent measurement of $J$ would test the Child width, since $J\propto s^{-2}$ at fixed $V_0$.

One feature of the data is unusual for a single-frequency electrode fed through a blocking capacitor. The sheath voltage never falls below $200-150=50$ V. Plasma electrons reaching the wall are then suppressed by at least $\exp(-50/3)$, so they cannot balance the ion current. The electrode must draw a net direct current, as a dc-biased one can. With a blocking capacitor the sheath voltage must fall to roughly twice the electron temperature in volts during each cycle, for the values used here, and $V_0$ and $V_1$ would be closer together.

**Entry energy.** Ions entering at the Bohm speed carry 1.5 eV. If the scaled field of (b) is held fixed, this changes the orbit splitting from 29.96 to 30.21 eV, less than 1%. The effect on the inferred width is larger, because the entry speed also changes the field. It removes the very high ion density next to the edge, so more of the charge lies near the wall. At the same voltage and width the wall field then rises by about 8%, and a splitting of 30 eV corresponds to a width of about 5.3 mm instead of 4.86 mm.

With the field held fixed and the energies sorted into 15 equal bins, the 720 ions put 89 in the lowest bin and 174 in the highest, against 39 and 66 in the adjacent bins. Both peaks survive, but their heights differ, which the leading-order spectrum does not predict. The cause is that the rf field changes the transit times. Uniform entry phases become non-uniform arrival phases, and more ions arrive near one energy extreme than near the other. Which peak is higher, and by how much, depends on the entry energy and the field near the edge. In the same field, entry almost at rest favours the lower peak (136 ions against 87), so this ratio is not a prediction for a real discharge.

**Collisions.** At a rough 5 mTorr and 300 K, with a rough charge-exchange cross section of $5\times10^{-19}$ m², the mean free path is $\lambda=12.4$ mm. The fraction crossing without charge exchange is

$$e^{-s/\lambda}=e^{-4.86/12.4}=0.68 .$$

About one third of the ions are thus replaced by slow ions born inside the sheath, which arrive with less energy on average. The inversion applies to the uncollided group near 200 eV, although slow ions born close to the plasma edge can overlap it. At higher pressure that group shrinks, and the splitting becomes harder to identify.

The remaining values are in the numerical output.

## Calculated quantities

```
frequency: 13.56 MHz
angular frequency: 8.5200e+07 rad/s
argon ion mass: 6.6335e-26 kg
mean sheath voltage: 200 V
oscillating voltage amplitude: 150 V
measured peak splitting: 30 eV
ion speed at mean voltage: 3.1082e+04 m/s
transit phase omega*tau: 40.000 rad
transit time: 469.5 ns
rf period: 73.75 ns
transit time in rf periods: 6.37
inferred Child-law width: 4.864 mm
first-order splitting by quadrature: 29.974 eV
at 13.56 MHz, 150 V: formula 30.000 eV, orbits 29.957 eV
at 27.12 MHz, 150 V: formula 15.000 eV, orbits 14.991 eV
at 13.56 MHz, 75 V: formula 15.000 eV, orbits 14.984 eV
cold-ion spectrum, lowest energy: 185.16 eV
cold-ion spectrum, highest energy: 215.12 eV
Child ion current density: 0.1034 mA/cm2
electron temperature (rough): 3.0 eV
Bohm speed: 2692 m/s
plasma density at sheath edge: 2.397e+09 cm^-3
Debye length at sheath edge: 0.263 mm
width in Debye lengths: 18.5
ion plasma frequency / omega: 0.120
Bohm entry energy: 1.50 eV
splitting with Bohm entry energy: 30.208 eV
ions in 15 equal energy bins, Bohm entry: 89 39 33 28 27 28 26 27 30 31 35 39 48 66 174
width if splitting is 1 eV larger: 4.707 mm
width if splitting is 1 eV smaller: 5.032 mm
gas pressure (rough): 5.0 mTorr
gas temperature (rough): 300 K
charge-exchange cross section (rough): 5.0e-19 m2
charge-exchange mean free path: 12.43 mm
fraction crossing without charge exchange: 0.676
moving edge: inferred maximum width: 3.838 mm
moving edge: inferred mean width: 3.528 mm
moving edge: maximum width / Child width: 0.789
moving edge: splitting from orbits: 29.819 eV
```
